# Curvature of the first light-hole subband in an infinite GaAs well: test program

```python
# RESULT UNDER TEST: in an infinite [001] well of width L the first light-hole
# subband has hole energy (hbar^2/2m0)[(g1+2g2)(pi/L)^2 + A k^2] at small k, with
#   A = g1-g2 - (192 g3^2/pi^2) sum_{n even} n^2/((n^2-1)^2 [(g1-2g2)n^2-(g1+2g2)])
# g1,g2,g3: Luttinger parameters; k: in-plane wave vector; A<0: electron-like.
# Hole energy is positive into the valence band. Internal units: length L,
# energy hbar^2/(2 m0 L^2). The check diagonalizes the p-orbital Hamiltonian with
# spin, projected on J=3/2 (4 bands) or kept whole (6 bands), in a sine basis.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

pi = np.pi
SET_A = (6.98, 2.06, 2.93)      # rough typical GaAs parameters
SET_B = (6.85, 2.10, 2.90)      # another set in common use
WIDTH_NM, BARRIER_MEV, SPLITOFF_MEV, TEMP_K = 10.0, 150.0, 340.0, 300.0
unit = sc.hbar**2 / (2*sc.m_e*(WIDTH_NM*1e-9)**2) / sc.e * 1e3   # meV

# Angular-momentum basis from orbital L=1 and spin 1/2
eps = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[a, b, c], eps[a, c, b] = 1, -1
orb = [-1j*eps[i] for i in range(3)]
spin = [np.array(m)/2 for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                                [[1, 0], [0, -1]])]
LS = sum(np.kron(orb[i], spin[i]) for i in range(3))
Jz = np.kron(orb[2], np.eye(2)) + np.kron(np.eye(3), spin[2])
# columns: two split-off states, then mJ = -3/2, -1/2, 1/2, 3/2
U6 = np.linalg.eigh(LS + 0.01*Jz)[1]


def band_matrices(gam, phi, nb):
    """Coefficients of kz^2, k*kz and k^2 in the angular-momentum basis."""
    g1, g2, g3 = gam
    lo, tr, off = g1 + 4*g2, g1 - 2*g2, 6*g3
    c, s = np.cos(phi), np.sin(phi)
    d0 = np.diag([tr, tr, lo])
    d1 = off*np.array([[0, 0, c], [0, 0, s], [c, s, 0]])
    d2 = np.array([[lo*c*c + tr*s*s, off*c*s, 0],
                   [off*c*s, lo*s*s + tr*c*c, 0], [0, 0, tr]])
    U = U6[:, 6-nb:]
    return [U.conj().T @ np.kron(d, np.eye(2)) @ U for d in (d0, d1, d2)]


def kz_matrix(N, box):
    n = np.arange(1, N+1)
    m, q = np.meshgrid(n, n, indexing='ij')
    odd = (m + q) % 2 == 1
    den = np.where(odd, m**2 - q**2, 1)
    return np.where(odd, -4j*m*q/(box*den), 0)


def hamiltonian(gam, k, phi=0.0, nb=4, N=20, finite=False,
                hh2_off=False, hh2_shift=0.0):
    box = 3.0 if finite else 1.0
    d0, d1, d2 = band_matrices(gam, phi, nb)
    n = np.arange(1, N+1)
    H = (np.kron(d0, np.diag((n*pi/box)**2)) + k*np.kron(d1, kz_matrix(N, box))
         + k*k*np.kron(d2, np.eye(N)))
    if nb == 6:
        H = H + np.kron(np.diag([1, 1, 0, 0, 0, 0]), np.eye(N))*SPLITOFF_MEV/unit
    if finite:                       # well occupies 1 < z < 2 of the box
        def F(p):
            ps = np.where(p == 0, 1, p)*pi/box
            return np.where(p == 0, 1.0, (np.sin(2*ps) - np.sin(ps))/ps)
        m, q = np.meshgrid(n, n, indexing='ij')
        inside = (F(m-q) - F(m+q))/box
        H = H + np.kron(np.eye(nb), np.eye(N) - inside)*BARRIER_MEV/unit
    for i in (1, 3*N + 1):           # HH2 states (4-band infinite well only)
        if hh2_off:
            d = H[i, i]
            H[i, :] = 0
            H[:, i] = 0
            H[i, i] = d
        if hh2_shift:
            H[i, i] += hh2_shift
    return H


def lh1(gam, phi=0.0, **kw):
    """LH1 edge, HH2-LH1 gap and LH1 curvature, all from diagonalization."""
    nb, N, k = kw.get('nb', 4), kw.get('N', 20), 5e-4
    e0, v = np.linalg.eigh(hamiltonian(gam, 0.0, phi, **kw))
    w = (abs(v)**2).reshape(nb, N, -1).sum(axis=1)
    i = int(np.argmax(w[-3] + w[-2] > 0.5))
    hh = np.where(w[-4] + w[-1] > 0.5)[0]
    e1 = np.linalg.eigvalsh(hamiltonian(gam, k, phi, **kw))
    return e0[i], e0[hh[2]] - e0[i], (e1[i:i+2].mean() - e0[i:i+2].mean())/k**2


def term(gam, n):
    g1, g2, g3 = gam
    return 192*g3**2/pi**2*n**2/((n**2-1)**2*((g1-2*g2)*n**2 - (g1+2*g2)))


def A_sum(gam):
    return gam[0] - gam[1] - sum(term(gam, n) for n in range(2, 2001, 2))


def A_closed(gam):
    g1, g2, g3 = gam
    rho = np.sqrt((g1+2*g2)/(g1-2*g2))
    return (g1 - g2 + 3*g3**2/g2
            + 3*g3**2*np.sqrt(g1**2-4*g2**2)/(pi*g2**2)/np.tan(pi*rho/2))


# Matrix elements of kz against quadrature
K = kz_matrix(6, 1.0)
for n in range(1, 7):
    val = quad(lambda z: 2*np.sin(pi*z)*n*pi*np.cos(n*pi*z), 0, 1)[0]
    assert abs(K[0, n-1] + 1j*val) < 1e-9

# Curvature: sum, closed form and diagonalization; isotropy
for gam in (SET_A, SET_B):
    assert abs(A_sum(gam)/A_closed(gam) - 1) < 1e-6
    for phi in (0, pi/8, pi/4):
        assert abs(lh1(gam, phi)[2]/A_closed(gam) - 1) < 5e-4
A = A_closed(SET_A)
assert A < 0 < A_closed(SET_B)

# Sign reverses where HH2 crosses LH1, at g2/g1 = 0.3
g1, g2, g3 = SET_A
assert lh1((g1, 0.299*g1, g3))[2] < 0 < lh1((g1, 0.301*g1, g3))[2]

# HH2 is the cause: without its coupling the curvature is hole-like
tail = sum(term(SET_A, n) for n in range(4, 2001, 2))
A_off = lh1(SET_A, hh2_off=True)[2]
assert A_off > 0 and abs(A_off - (g1 - g2 - tail)) < 5e-3
# Critical gap, found by moving HH2 alone
gap1 = 3*g1 - 10*g2                                   # in units pi^2
gap_crit = 256*g3**2/(3*pi**2)/(g1 - g2 - tail)
assert lh1(SET_A, hh2_shift=(0.95*gap_crit - gap1)*pi**2)[2] < 0
assert lh1(SET_A, hh2_shift=(1.05*gap_crit - gap1)*pi**2)[2] > 0

# Range of the parabola and the two-level form
d, c = gap1*pi**2, 16*g3/np.sqrt(3)
kc = d/(2*c)
E_L = (g1 + 2*g2)*pi**2


def two_level(k):
    a, b = (g1-g2)*k*k, d + (g1+g2)*k*k
    return (a+b)/2 - np.sqrt((b-a)**2/4 + (c*k)**2)


def second_subband(k, phi=0.0):
    return np.linalg.eigvalsh(hamiltonian(SET_A, k, phi))[2]


rows = []
for f in (0.25, 1.0, 4.0):
    k = f*kc
    rows.append((k, second_subband(k) - E_L, A*k*k, two_level(k)))
assert abs(rows[0][2]/rows[0][1] - 1) < 0.03
assert abs(rows[1][3]/rows[1][1] - 1) < 0.02
assert abs(rows[2][2]/rows[2][1] - 1) > 0.5           # parabola has failed

turn = []
grid = np.linspace(0, 6, 121)
for phi in (0.0, pi/4):
    e = np.array([second_subband(k, phi) for k in grid])
    j = int(np.argmin(e))
    assert 0 < j < len(grid) - 1
    turn.append((grid[j], e[j] - E_L))

# Neglected effects, included one by one
cases = {}
for name, gam in (('A', SET_A), ('B', SET_B)):
    for nb in (4, 6):
        for fin in (False, True):
            cases[name, nb, fin] = lh1(gam, nb=nb, N=60 if fin else 20, finite=fin)
assert all(cases['A', nb, f][2] < 0 for nb in (4, 6) for f in (False, True))
assert all(cases['B', nb, True][2] < 0 for nb in (4, 6))
# Finite-well edges against their transcendental equations; the tolerance covers
# the slow sine-series convergence at the potential step
for gam, name in ((SET_A, 'A'), (SET_B, 'B')):
    gl, gh = gam[0] + 2*gam[1], gam[0] - 2*gam[1]
    zl, zh = [np.sqrt(BARRIER_MEV/unit/(4*g)) for g in (gl, gh)]
    tl = brentq(lambda t: t*np.sin(t) - np.sqrt(zl**2-t*t)*np.cos(t), 0.01, pi/2)
    th = brentq(lambda t: t*np.cos(t) + np.sqrt(zh**2-t*t)*np.sin(t), pi/2, pi)
    eL, gp, _ = cases[name, 4, True]
    assert abs(eL - 4*gl*tl**2)*unit < 0.05
    assert abs(eL + gp - 4*gh*th**2)*unit < 0.05

print(f"well width = {WIDTH_NM:.1f} nm")
print(f"hbar^2 pi^2/(2 m0 L^2) = {unit*pi**2:.3f} meV")
for name, g in (('A', SET_A), ('B', SET_B)):
    print(f"set {name}: gamma1, gamma2, gamma3 = {g[0]}, {g[1]}, {g[2]}")
    print(f"set {name}: gamma2/gamma1 = {g[1]/g[0]:.4f}")
    print(f"set {name}: HH1 edge = {(g[0]-2*g[1])*pi**2*unit:.2f} meV")
    print(f"set {name}: LH1 edge = {(g[0]+2*g[1])*pi**2*unit:.2f} meV")
    print(f"set {name}: HH2 edge = {4*(g[0]-2*g[1])*pi**2*unit:.2f} meV")
    print(f"set {name}: HH2 - LH1 = {(3*g[0]-10*g[1])*pi**2*unit:.2f} meV")
    print(f"set {name}: A closed form = {A_closed(g):.2f}")
    print(f"set {name}: A diagonalization = {lh1(g)[2]:.2f}")
print(f"set A: |<1|kz|2>| = {abs(K[0, 1])/WIDTH_NM:.4f} 1/nm")
print(f"set A: direct term gamma1-gamma2 = {g1-g2:.2f}")
print(f"set A: HH2 term subtracted = {term(SET_A, 2):.2f}")
print(f"set A: HH4 term subtracted = {term(SET_A, 4):.3f}")
print(f"set A: all terms n>=4 subtracted = {tail:.3f}")
print(f"set A: A with HH2 coupling off = {A_off:.2f}")
print(f"set A: hole mass 1/A = {1/A:.5f} m0")
print(f"set A: critical HH2-LH1 gap = {gap_crit*pi**2*unit:.1f} meV")
print(f"set A: range wave vector kc = {kc/WIDTH_NM:.5f} 1/nm")
print("set A, [100]: k (1/nm); LH1 shift (meV): 4-band, parabola, two-level")
for k, e, p, t in rows:
    print(f"  {k/WIDTH_NM:.5f}; {e*unit:.4f}, {p*unit:.4f}, {t*unit:.4f}")
for lab, (k, e) in zip(('[100]', '[110]'), turn):
    print(f"set A {lab}: LH1 turns at k = {k/WIDTH_NM:.2f} 1/nm, "
          f"shift {e*unit:.1f} meV")
print(f"barrier = {BARRIER_MEV:.0f} meV, split-off = {SPLITOFF_MEV:.0f} meV")
print("set, bands, barrier: LH1 edge (meV), HH2-LH1 (meV), A, 1/A (m0)")
for (name, nb, fin), (e, gp, a) in cases.items():
    print(f"  {name}, {nb}, {'finite' if fin else 'infinite'}: {e*unit:.2f}, "
          f"{gp*unit:.2f}, {a:.1f}, {1/a:.4f}")
kT = sc.k*TEMP_K/sc.e*1e3
print(f"kT at {TEMP_K:.0f} K = {kT:.1f} meV")
print(f"kT/(HH2-LH1), set A infinite well = {kT/(d*unit):.1f}")
print("tests ok")
```

Output:

```
well width = 10.0 nm
hbar^2 pi^2/(2 m0 L^2) = 3.760 meV
set A: gamma1, gamma2, gamma3 = 6.98, 2.06, 2.93
set A: gamma2/gamma1 = 0.2951
set A: HH1 edge = 10.75 meV
set A: LH1 edge = 41.74 meV
set A: HH2 edge = 43.02 meV
set A: HH2 - LH1 = 1.28 meV
set A: A closed form = -213.82
set A: A diagonalization = -213.81
set B: gamma1, gamma2, gamma3 = 6.85, 2.1, 2.9
set B: gamma2/gamma1 = 0.3066
set B: HH1 edge = 9.96 meV
set B: LH1 edge = 41.55 meV
set B: HH2 edge = 39.86 meV
set B: HH2 - LH1 = -1.69 meV
set B: A closed form = 165.88
set B: A diagonalization = 165.88
set A: |<1|kz|2>| = 0.2667 1/nm
set A: direct term gamma1-gamma2 = 4.92
set A: HH2 term subtracted = 218.31
set A: HH4 term subtracted = 0.343
set A: all terms n>=4 subtracted = 0.425
set A: A with HH2 coupling off = 4.50
set A: hole mass 1/A = -0.00468 m0
set A: critical HH2-LH1 gap = 62.1 meV
set A: range wave vector kc = 0.00620 1/nm
set A, [100]: k (1/nm); LH1 shift (meV): 4-band, parabola, two-level
  0.00155; -0.0193, -0.0196, -0.0192
  0.00620; -0.2578, -0.3130, -0.2567
  0.02480; -1.8756, -5.0087, -1.8451
set A [100]: LH1 turns at k = 0.19 1/nm, shift -10.6 meV
set A [110]: LH1 turns at k = 0.18 1/nm, shift -10.1 meV
barrier = 150 meV, split-off = 340 meV
set, bands, barrier: LH1 edge (meV), HH2-LH1 (meV), A, 1/A (m0)
  A, 4, infinite: 41.74, 1.28, -213.8, -0.0047
  A, 4, finite: 23.07, 7.99, -9.9, -0.1009
  A, 6, infinite: 40.27, 2.75, -88.0, -0.0114
  A, 6, finite: 22.42, 8.64, -8.2, -0.1221
  B, 4, infinite: 41.55, -1.69, 165.9, 0.0060
  B, 4, finite: 23.00, 6.13, -13.9, -0.0721
  B, 6, infinite: 40.02, -0.16, 1535.6, 0.0007
  B, 6, finite: 22.31, 6.81, -11.1, -0.0898
kT at 300 K = 25.9 meV
kT/(HH2-LH1), set A infinite well = 20.2
tests ok
```
